# Comment on locating the Wannier centre of monolayer MoS2 from Z2

**The argument under review**

The argument concerns the three-orbital model of monolayer MoS$_2$, with $d_{z^2}$, $d_{xy}$ and $d_{x^2-y^2}$ on each Mo atom and one filled band per spin. It runs as follows. The filled band has a trivial $Z_2$ index. A trivial band can be built from localized Wannier functions. Every orbital of the model sits on Mo. Hence the Wannier functions are centred on Mo, and the valence band is a dressed atomic $d_{z^2}$ level.

The first three statements hold. Does the conclusion follow? The index says that localized, time-reversal-symmetric Wannier functions exist. It does not say where they are centred, and an average position need not coincide with any site that carries an orbital. The centre has to be computed.

**Model and conventions**

Let $\mathbf a_1=a(1,0)$ and $\mathbf a_2=a(1/2,\sqrt3/2)$, with Mo at the origin. Seen from above, the sulfur column is at $(\mathbf a_1+\mathbf a_2)/3$ and the empty hexagon site at $(-\mathbf a_1+2\mathbf a_2)/3=(0,a/\sqrt3)$, up to lattice vectors. Define

$$E_{\mu\nu}(\mathbf R)=\langle\mu,\mathbf 0|H|\nu,\mathbf R\rangle,\qquad H(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}E(\mathbf R).$$

The hoppings are real, so Hermiticity gives $E(-\mathbf R)=E(\mathbf R)^T$. The mirror $x\to-x$ reverses $\mathbf a_1$ and changes the sign of $d_{xy}$ alone. Elements with one $d_{xy}$ index are therefore antisymmetric and the others symmetric. In the order $d_{z^2},d_{xy},d_{x^2-y^2}$,

$$E(\mathbf a_1)=\begin{pmatrix}t_0&t_1&t_2\\-t_1&t_{11}&t_{12}\\t_2&-t_{12}&t_{22}\end{pmatrix}.$$

The threefold rotation $C_3$ and Hermiticity supply the other five bonds. The site energies are $\epsilon_1$ for $d_{z^2}$ and $\epsilon_2$ for the other two.

The example uses rounded values typical of density-functional fits: $a=0.32$ nm and, in eV, $\epsilon_1=1.05$, $\epsilon_2=2.10$, $t_0=-0.19$, $t_1=0.40$, $t_2=0.51$, $t_{11}=0.22$, $t_{12}=0.34$, $t_{22}=0.06$.

**Which state is filled at K?**

Put $\omega=e^{2\pi i/3}$ and $|{\pm2}\rangle=(|x^2-y^2\rangle\pm i|xy\rangle)/\sqrt2$. Rotation by $2\pi/3$ multiplies a state of angular momentum $m$ by $e^{-2\pi im/3}$. The eigenvalues are thus $1$ for $d_{z^2}$, $\omega$ for $m=+2$ and $\omega^2$ for $m=-2$.

At $\mathbf K=(4\pi/3a,0)$ the bond $\mathbf a_1$ and its two rotated copies share the phase $e^{4\pi i/3}=\omega^*$; their reverses have phase $\omega$. Summing three rotated copies of $E(\mathbf a_1)$ leaves three times its rotation-invariant part. Couplings between $d_{z^2}$ and the doublet vanish, because their eigenvalues differ. In the doublet the traceless symmetric part averages to zero, leaving

$$\tfrac12(t_{11}+t_{22})\,\mathbb 1+t_{12}J,\qquad J=\begin{pmatrix}0&1\\-1&0\end{pmatrix}.$$

The reversed bonds contribute the transpose, in which $J\to-J$. With $\omega+\omega^*=-1$ and $\omega^*-\omega=-i\sqrt3$,

$$E_0=\epsilon_1-3t_0,\qquad H_{\rm doublet}=\epsilon_2-\tfrac32(t_{11}+t_{22})-3\sqrt3\,i\,t_{12}J.$$

In the order $(xy,x^2-y^2)$ the state $m=+2$ is proportional to $(i,1)$, and $J(i,1)^T=(1,-i)^T=-i(i,1)^T$. The state $m=-2$ has $J=+i$. Therefore

$$E_{\pm2}=\epsilon_2-\tfrac32(t_{11}+t_{22})\mp3\sqrt3\,t_{12}.$$

The numbers are $E_{+2}=2.10-0.42-1.767=-0.087$ eV, $E_0=1.05+0.57=1.62$ eV and $E_{-2}=3.447$ eV. The filled state at K has $m=+2$ and eigenvalue $\omega$.

At $\Gamma$ all phases are one and the $J$ terms cancel. The levels are $\epsilon_1+6t_0=-0.09$ eV for $d_{z^2}$ and $\epsilon_2+3(t_{11}+t_{22})=2.94$ eV for the doublet. The filled state is $d_{z^2}$, with eigenvalue 1. The band thus changes its rotation eigenvalue between $\Gamma$ and K.

**What the eigenvalues say about position**

Suppose a Wannier function $w$ is centred at $\mathbf r$, with one function per cell. $C_3$ maps the set of centres onto itself, so $\mathbf T=C_3\mathbf r-\mathbf r$ must be a lattice vector. Modulo lattice vectors this allows three positions: Mo, sulfur and the empty site.

Let $w$ acquire the factor $\lambda$ under rotation about its own centre. The Bloch state at K is $\sum_{\mathbf R}e^{i\mathbf K\cdot\mathbf R}w_{\mathbf R+\mathbf r}$. Rotation about Mo moves the function at $\mathbf R+\mathbf r$ to $\mathbf R'+\mathbf r$, where $\mathbf R'=C_3\mathbf R+\mathbf T$. Hence

$$\mathbf K\cdot\mathbf R=(C_3\mathbf K)\cdot(\mathbf R'-\mathbf T)=\mathbf K\cdot\mathbf R'-\mathbf K\cdot\mathbf T\pmod{2\pi},$$

because $C_3\mathbf K$ and $\mathbf K$ differ by a reciprocal lattice vector. The eigenvalue at K is $\lambda e^{-i\mathbf K\cdot\mathbf T}$; at $\Gamma$ it is $\lambda$.

Since $C_3\mathbf a_1=\mathbf a_2-\mathbf a_1$ and $C_3\mathbf a_2=-\mathbf a_1$, the three cases are:

- Mo: $\mathbf T=0$, ratio of K to $\Gamma$ eigenvalue $1$.
- Sulfur: $\mathbf T=-\mathbf a_1$, $\mathbf K\cdot\mathbf a_1=4\pi/3$, ratio $\omega^2$.
- Empty site: $\mathbf T=-\mathbf a_2$, $\mathbf K\cdot\mathbf a_2=2\pi/3$, ratio $\omega$.

The band has ratio $\omega$. Its centre is at the empty site, $a/\sqrt3=0.185$ nm from the nearest Mo atoms. This is where the argument under review fails.

**Is the empty site really the empty one?**

The result rests on $t_{12}>0$. The mirror $y\to-y$ changes the sign of $d_{xy}$ and so reverses $t_1$ and $t_{12}$ together; it puts $m=-2$ lowest at K and moves the centre to the other triangle. Reversing $t_{12}$ alone is not a mirror image and need not leave the band isolated. The sign must therefore be tied to the sulfur position, which the three-orbital Hamiltonian does not display.

Take hopping from Mo to Mo through sulfur $p$ orbitals, lying $\Delta$ below the $d$ levels, to second order. For a unit vector $\mathbf u$ from Mo to S, and $d_\mu$ written as a normalized quadratic form such as $\sqrt3xy$, the vector of couplings to $(p_x,p_y,p_z)$ is, up to a common sign,

$$\mathbf B_\mu=V_\sigma\,\mathbf u\,d_\mu(\mathbf u)+\frac{V_\pi}{\sqrt3}\left[\nabla d_\mu-2\mathbf u\,d_\mu(\mathbf u)\right].$$

The bracket is the part of the gradient transverse to the bond. Let $\mathbf u=(\rho,0,n)$ and $W=\tfrac{\sqrt3}{2}V_\sigma-V_\pi$. Then

$$\mathbf B_{x^2-y^2}=\rho^2W\mathbf u+(\rho,0,0)V_\pi,\qquad\mathbf B_{xy}=(0,\rho,0)V_\pi.$$

For a sulfur atom at azimuth $\phi$, the coupling of $d_m$ to $p_{m'}$ gains the factor $e^{i(m-m')\phi}$. The three sulfur neighbours are at $30^\circ$, $150^\circ$ and $270^\circ$, and their Bloch phases at K are $e^{-i(\phi-270^\circ)}$. The sum over neighbours vanishes unless $m-m'-1$ is a multiple of three. So $m=+2$ couples to $p_{+1}$, and $m=-2$ to $p_z$, with single-bond strengths

$$b_+=\tfrac12(\rho^3W+2\rho V_\pi),\qquad b_-=\frac{n\rho^2W}{\sqrt2}.$$

The three neighbours add in phase and the two sulfur layers contribute equally. Each level is pushed up by $2(3b_\pm)^2/\Delta=18b_\pm^2/\Delta$. On-site terms shift both doublet states alike, so the difference of the pushes is the sulfur contribution to $E_{-2}-E_{+2}=6\sqrt3\,t_{12}$.

With sulfur 0.156 nm above and below the Mo plane, $\rho=0.764$ and $n=0.645$. Round couplings $V_\sigma=3$ eV, $V_\pi=-1$ eV and $\Delta=5$ eV give $W=3.60$ eV, and pushes of 0.005 eV for $m=+2$ and 3.305 eV for $m=-2$. Thus $t_{12}\approx3.30/(6\sqrt3)=0.318$ eV, close to the model's 0.34 eV. Moving sulfur to the other side of the bond reverses the sign, to $-0.318$ eV. The positive sign was tested at nine ratios $V_\pi/V_\sigma$ from $-0.6$ to $-0.2$. It is not general: the formulas above give $b_-^2>b_+^2$ only for $-1.54<V_\pi/V_\sigma<0.05$. Couplings of equal sign and comparable size would reverse $t_{12}$, so the assignment relies on $V_\sigma$ and $V_\pi$ having opposite signs, as is usual for $p$–$d$ bonds. The selection rule offers a check that needs no couplings: a filled state at K with $m=+2$ mixes with in-plane sulfur $p$ orbitals, one with $m=-2$ with $p_z$.

The sign is the useful result here. A push of 3.3 eV is not small beside $\Delta$, so second order gives a size only roughly. The tiny push on $m=+2$ comes from a cancellation in $b_+$, where $\rho^3W=1.60$ eV meets $2\rho V_\pi=-1.53$ eV. The resulting sulfur weight of 0.001 is an accident of the round couplings, not a prediction for the material.

**A calculation that does not use rotation eigenvalues**

Let $u_{\mathbf k}$ be the normalized filled eigenvector and $w(\mathbf R)$ the Brillouin-zone average of $e^{i\mathbf k\cdot\mathbf R}u_{\mathbf k}$. Since $\mathbf Re^{i\mathbf k\cdot\mathbf R}=-i\nabla_{\mathbf k}e^{i\mathbf k\cdot\mathbf R}$, integration by parts in a smooth periodic gauge gives

$$\mathbf r_W=\sum_{\mathbf R}\mathbf R|w(\mathbf R)|^2=\left\langle u_{\mathbf k}^\dagger\,i\nabla_{\mathbf k}u_{\mathbf k}\right\rangle_{\rm BZ}.$$

This takes position as diagonal in the orbitals. For pure $d$ orbitals on one atom dipole elements vanish by parity. The orbitals of the model carry sulfur $p$ tails at a site without inversion, so their on-site dipole elements, of order 0.01 nm with the couplings above, are neglected along with those between different atoms. With $C_3$ kept this cannot move the centre, but the spread and the strain shift given below are values for point-like orbitals. A change of phase of $u_{\mathbf k}$ can shift $\mathbf r_W$ by lattice vectors alone, so for a single band the centre modulo the lattice is no matter of choice.

The component along $\mathbf a_i$ is the Berry phase along that reciprocal direction, averaged over the other and divided by $2\pi$. A $60\times60$ grid gives $(0.66671,0.66671)$ modulo one. The empty site, $(-1/3,2/3)$, is $(2/3,2/3)$ modulo one; sulfur would give $(1/3,1/3)$ and Mo $(0,0)$.

**Where is the charge?**

A centre at an empty site does not by itself mean a charge maximum there. Whether the density peaks there or near the Mo atoms depends on the radial extent of the orbitals, which the model does not contain; what it gives are the weights on the atoms. To see the function itself, start from the hybrid $(d_{z^2}+d_{x^2-y^2})/\sqrt2$ on the Mo atom at the origin. Along $\pm y$ the two quadratic forms are $-1/2$ and $-\sqrt3/2$ and reinforce each other; along $\pm x$ they are $-1/2$ and $+\sqrt3/2$ and partly cancel. One of the large lobes points at the empty site. Add the two copies rotated about that site and normalize by $1/\sqrt3$.

The overlap of this trial function with the filled Bloch state never falls below 0.854 on the grid. Its phase can therefore fix a smooth gauge. The resulting Wannier function has weight 0.315 on each of the three Mo atoms around the empty site, 0.944 in total, and a root-mean-square spread of 0.204 nm. It is a three-centre bond whose mean position is the middle of the triangle.

The same construction fails elsewhere. A $d_{z^2}$ trial on Mo is orthogonal to the filled state at K, and so is the corresponding three-atom trial around sulfur, whose eigenvalue there is $\omega^2$. The eigenvalue argument shows that this is not a poor choice of trial: no $C_3$-symmetric Wannier function of this band can be centred at either site. A one-band model with a $d_{z^2}$-like orbital on Mo may fit the energy, but it has the wrong symmetry at K.

**What the $Z_2$ index does and does not see**

Add the spin-orbit term $(\lambda_{\rm so}/2)L_zs_z$, with $s_z=\pm1$ and $\lambda_{\rm so}=0.07$ eV. At K the filled levels move by $\pm\lambda_{\rm so}$, since $L_z=2$, and split by 0.14 eV. Spin remains conserved, so $Z_2=C_\uparrow\bmod2$, where $C_\uparrow$ is the Chern number of the filled spin-up band. It is zero, and both spins have their centre at the empty site.

Now raise $\epsilon_2$ by $\delta$, with all else fixed, to reach the state the argument had in mind. Without spin-orbit coupling the gap at K closes at

$$\delta_*=E_0-E_{+2}=1.620+0.087=1.707\ \text{eV}.$$

Beyond this, $d_{z^2}$ is filled at K as well as at $\Gamma$, the eigenvalue ratio is 1, and the centre is on Mo.

With spin-orbit coupling the valleys separate. The spin-up state that crosses $d_{z^2}$ is raised by $\lambda_{\rm so}$ at K and lowered by it at $-\mathbf K$, where $m=-2$. The crossings lie at $\delta_*-\lambda_{\rm so}=1.637$ eV and $\delta_*+\lambda_{\rm so}=1.777$ eV. Calculation at four values of $\delta$ gives:

- $\delta=0$ and $1.307$ eV: $Z_2=0$, centre at the empty site.
- $\delta=1.707$ eV: $C_\uparrow=-C_\downarrow=\pm1$ (the sign depends on the convention for the Berry curvature), $C_\uparrow\bmod2=1$, direct gap within each spin sector 0.070 eV.
- $\delta=2.107$ eV: $Z_2=0$, centre on Mo.

The index distinguishes the middle phase from the outer two, but not the outer two from each other. In the middle phase a spin-up band with nonzero Chern number has no exponentially localized Wannier function, and the question of its centre lapses. Only the direct gap within each spin sector is open there. At K the $d_{z^2}$ level at $E_0$ belongs to the lower spin-up band and to the upper spin-down band, so with both spins together the two lower bands touch an upper one and neither a direct nor a global gap remains. The value $Z_2=1$ is then only $C_\uparrow\bmod2$, defined because $s_z$ is conserved; it describes the lower band of each spin, not an insulator.

The two trivial phases differ as long as $C_3$ is kept: the eigenvalue at K cannot change without a gap closing there. If $C_3$ is broken, the centre is no longer pinned to a symmetry site. Weakening the $\mathbf a_1$ bonds by 5%, with atomic positions held fixed, shifts it by $-0.85$ pm along $y$, towards the Mo atom at the origin. That is about 0.5% of its distance from Mo. Such weak breaking does not join the two phases: with these bonds and no spin-orbit coupling, raising $\delta$ still closes the gap near $\pm\mathbf K$, at about 1.66 eV.

**The model beside the material**

The lattice constant and spin-orbit splitting are close to those of real monolayer MoS$_2$. The model gap of 1.64 eV with spin-orbit coupling is typical of semilocal density functionals; the quasiparticle gap is larger, roughly 2 eV or more, and depends on the dielectric surroundings. A larger gap with the same ordering at $\Gamma$ and K leaves the centre where it is. Real valence states also contain more sulfur $p$ character than the estimate above. The statement made here concerns the $d$-derived band; a full electronic polarization would need the lower $p$ bands too, and the total would need the ions.

Hopping beyond nearest neighbours is also omitted. Five random sets of real, $C_3$-symmetric second- and third-neighbour hoppings, with starting elements up to 0.03 eV, left the centre in place within 0.00005 of a lattice vector, grid error included. Fits that include these shells have elements several times larger, up to about 0.25 eV; for them the centre follows from the eigenvalue argument, as long as the band stays isolated with the same states filled at $\Gamma$ and K. At 300 K the factor $e^{-E_g/2k_BT}$ is about $2\times10^{-14}$, so thermal excitation does not spoil the filled-band assumption. Hole doping does: the Wannier functions of the band are then no longer filled by one electron per spin and cell, so their centre no longer gives the mean position of the charge. Electron doping leaves the valence band full, but adds conduction-band charge that this centre does not describe. Uniaxial strain, defects and edges break $C_3$; the 5% bond change, roughly the effect of one percent strain if hopping falls steeply with distance, indicates a shift of order a picometre, apart from the displacement of the atoms themselves, in a sheet under uniform uniaxial strain. It says nothing about the neighbourhood of a defect or an edge.

**Recommendation**

The claim of a trivial $Z_2$ index should stand. The inference to Mo-centred Wannier functions should be withdrawn and replaced by the rotation eigenvalues at $\Gamma$ and K, with the sulfur position stated, since the sign of $t_{12}$ has no geometrical meaning without it. The numerical output lists the values used here.

## Values computed for the example and the checks

```
lattice constant a = 0.320 nm; S height = 0.156 nm
eps1, eps2 = 1.05, 2.10 eV
t0, t1, t2 = -0.19, 0.40, 0.51 eV
t11, t12, t22 = 0.22, 0.34, 0.06 eV
spin-orbit strength = 0.070 eV; K valence splitting = 0.140 eV
K levels m=+2, d_z2, m=-2 = -0.0867, 1.6200, 3.4467 eV
Gamma levels = [-0.09  2.94  2.94] eV
smallest direct gap without spin-orbit = 1.7067 eV
global gap on grid, spin up with spin-orbit = 1.6367 eV
C3 eigenvalue at Gamma = 1.0000 +0.0000i (no unit)
C3 eigenvalue at K = -0.5000 +0.8660i (no unit)
K eigenvalue for Mo centre = 1.0000 +0.0000i
K eigenvalue for S centre = -0.5000 -0.8660i
K eigenvalue for empty centre = -0.5000 +0.8660i
Berry centre = [0.66671 0.66671] in a1, a2 (mod 1)
Wannier centre = [-0.333333  0.666667] in a1, a2
Wannier centre x, y = -0.00000, 0.18475 nm
distance from nearest Mo = 0.18475 nm
weight on each of three nearest Mo = 0.3146 (fraction)
weight on all three = 0.9437 (fraction)
root-mean-square spread = 0.2037 nm
minimum trial overlap, empty centre = 0.8542 (no unit)
minimum trial overlap, S centre = 0.0000 (no unit)
minimum trial overlap, Mo centre = 0.0000 (no unit)
p-d sigma, p-d pi, d-p energy = 3.0, -1.0, 5.0 eV
S-mediated t1, t12, S above bond = 0.426, 0.318 eV
S-mediated t12, S below bond = -0.318 eV
upward push at K, m=+2 and m=-2 = 0.005, 3.305 eV
estimated S p weight of K valence state = 0.001 (fraction)
K gap closing shift delta* = 1.7067 eV
delta 0.0000 eV: C_up 0, Z2 0, centre [0.6667 0.6667], direct gap 1.6367 eV
delta 1.3067 eV: C_up 0, Z2 0, centre [0.6667 0.6667], direct gap 0.3300 eV
delta 2.1067 eV: C_up 0, Z2 0, centre [0. 0.], direct gap 0.3300 eV
at delta*: C_up 1, C_down -1, Z2 1, direct gap 0.0700 eV
longer hopping up to 0.030 eV: largest centre error 0.00005 (fractional, grid error included)
5 percent weaker a1 bonds: centre shift y = -0.8468 pm
kT at 300 K = 0.02585 eV; exp(-gap/2kT) = 1.79e-14 (no unit)
```
